# Lifetime-intensity correlations in two-component positron lifetime fits

A positron implanted in silicon annihilates from the perfect lattice after about 220 ps on average, or, if a divacancy captures it first, about 300 ps after the capture. A lifetime spectrum is a histogram of the delays between the implantation signal and the annihilation photon. When some positrons are captured, the histogram is a sum of two decays, blurred by a timing resolution comparable with the lifetimes themselves. A fit returns two lifetimes and an intensity. These three numbers can move together by large amounts while the fitted curve hardly changes, and the effect grows as the lifetimes approach each other. How fast does it grow, and what does it do to a defect concentration?

## Two nearly equal spectra by hand

Take first a perfect clock and no background. Measure time in units of the mean lifetime, and let $I$ be the intensity of the longer-lived component. Compare two mixtures:

- A: lifetimes 0.8 and 1.2, with $I=0.5$.
- B: lifetimes 0.755 and 1.163, with $I=0.6$.

B was built to share two properties with A. For separation $\delta=\tau_2-\tau_1$, the lifetime distribution has mean $m$, variance $v$ and third central moment $w$:

$$m=(1-I)\tau_1+I\tau_2,\quad v=I(1-I)\delta^2,\quad w=I(1-I)(1-2I)\delta^3 .$$

Mixture A has $m=1$, $v=0.25\times0.16=0.04$, $w=0$. Keeping $v=0.04$ at $I=0.6$ requires $\delta=\sqrt{0.04/0.24}=0.408$. Then $\tau_1=1-0.6\,\delta=0.755$ and $\tau_2=1+0.4\,\delta=1.163$. The third moment is now $w=0.24\times(-0.2)\times0.068=-0.0033$.

At $t=0$ the decay density is $0.5/0.8+0.5/1.2=1.042$ for A and $0.4/0.755+0.6/1.163=1.046$ for B, a difference of 0.4 %. Up to $t=5$, by when 99 % of the positrons have annihilated, the two densities differ by less than 0.8 %. Yet the intensity rose by 0.1 and both lifetimes fell by about 0.04. More long-lived positrons, each living less long, give nearly the same spectrum.

To count how many events separate A from B, write $f(t;\tau)=e^{-t/\tau}/\tau$ and expand the mixture about $m$:

$$p=f+\frac v2f''+\frac w6f'''+\frac{k_4}{24}f''''+\dots$$

Primes are derivatives with respect to lifetime, taken at $m$, and $k_4$ is the fourth central moment. The first-order term vanishes because $m$ is the mean. Define

$$g_n=\frac{m^n}{n!}\frac{f^{(n)}}{f},\qquad x=\frac tm .$$

By Taylor's theorem the $g_n$ are the coefficients of $\epsilon^n$ in

$$R_\epsilon(x)=\frac{f(t;m(1+\epsilon))}{f(t;m)}=\frac{1}{1+\epsilon}\exp\frac{\epsilon x}{1+\epsilon}.$$

Average the product of two such functions over the decay:

$$\int_0^\infty e^{-x}R_\epsilon R_\eta\,dx=\frac{1}{(1+\epsilon)(1+\eta)}\,\frac{1}{1-\frac{\epsilon}{1+\epsilon}-\frac{\eta}{1+\eta}}=\frac1{1-\epsilon\eta}.$$

The last step uses $(1+\epsilon)(1+\eta)-\epsilon(1+\eta)-\eta(1+\epsilon)=1-\epsilon\eta$. Since $1/(1-\epsilon\eta)=\sum_n(\epsilon\eta)^n$, the average of $g_ng_k$ is 1 for $n=k$ and 0 otherwise. The changes of shape caused by $m$, $v$ and $w$ are therefore statistically independent to leading order in $\delta$.

For $N$ counts, the Fisher information for parameters $a,b$ is $N\int(\partial_ap)(\partial_bp)/p\,dt$; its inverse is the large-count covariance of a maximum-likelihood fit. Here $\partial_mp\to f g_1/m$, $\partial_vp\to f g_2/m^2$ and $\partial_wp\to f g_3/m^3$, so

$$\sigma_m=\frac m{\sqrt N},\qquad \sigma_v=\frac{m^2}{\sqrt N},\qquad \sigma_w=\frac{m^3}{\sqrt N}.$$

To leading order, A and B differ by one standard error when $0.0033\sqrt N\approx1$, or $N\approx9\times10^4$. The separation is not very small here, and integrating the squared difference of the full densities raises this to about $1.3\times10^5$. With fewer counts, an intensity error of 0.1 or more is to be expected at this separation even from a perfect clock.

## From moments back to lifetimes

The moments are well-behaved parameters. The trouble lies in converting them to $\tau_1,\tau_2,I$. Let $g=I(1-I)$ and $s=1-2I$, so that $dg/dI=s$, $ds/dI=-2$ and $s^2+4g=1$. Differentiating $v=g\delta^2$ and $w=gs\delta^3$ gives

$$dv=s\delta^2dI+2g\delta\,d\delta,\qquad dw=(s^2-2g)\delta^3dI+3gs\delta^2d\delta .$$

The first equation gives $d\delta=(dv-s\delta^2dI)/(2g\delta)$. Put this in the second:

$$dw=\left(s^2-2g-\tfrac32s^2\right)\delta^3dI+\tfrac32s\delta\,dv=-\tfrac12\delta^3dI+\tfrac32s\delta\,dv ,$$

because $-\tfrac12s^2-2g=-\tfrac12(s^2+4g)=-\tfrac12$. Hence

$$dI=-\frac{2}{\delta^3}\left[dw-\tfrac32(1-2I)\delta\,dv\right].$$

For $\tau_1=m-I\delta$, the differential is $dm-\delta\,dI-I\,d\delta$. Inserting $d\delta$ and using $1-s/[2(1-I)]=1/[2(1-I)]$,

$$d\tau_1=dm-\frac{\delta\,dI+dv/\delta}{2(1-I)}=dm+\frac{dw-(2-3I)\delta\,dv}{(1-I)\delta^2}.$$

For $\tau_2=m+(1-I)\delta$, the corresponding identity is $1+s/(2I)=1/(2I)$, and

$$d\tau_2=dm+\frac{-\delta\,dI+dv/\delta}{2I}=dm+\frac{dw+(3I-1)\delta\,dv}{I\delta^2}.$$

As $\delta\to0$ at fixed $I$ and $m$, the $dw$ terms dominate:

$$\sigma(I)\to\frac{2\sigma_w}{\delta^3},\qquad \sigma(\tau_1)\to\frac{\sigma_w}{(1-I)\delta^2},\qquad \sigma(\tau_2)\to\frac{\sigma_w}{I\delta^2}.$$

One fluctuation, that of the third moment, drives all three errors. The signs say that both lifetimes rise together while the intensity of the longer one falls. Thus $\rho(\tau_1,\tau_2)\to+1$ and both lifetime-intensity correlations tend to $-1$. In the hand example, $dI=-2(-0.0033)/0.064=0.10$, the step from A to B.

The distance from perfect correlation comes from $dv$. Apart from constant factors, each error is $dw+\alpha\delta\,dv$, with

$$\alpha_{\tau_1}=3I-2,\qquad \alpha_{\tau_2}=3I-1,\qquad \alpha_I=3I-\tfrac32 .$$

The $dm$ terms are one order higher in $\delta$. In a real instrument $v$ and $w$ may be correlated, so split $dv=(C_{vw}/C_{ww})dw+V$, where $C$ is the covariance matrix and $V$ is uncorrelated with $dw$. Its variance is $C_{vv}-C_{vw}^2/C_{ww}$. The first part of $dv$ only changes the coefficient of $dw$ from 1 to $1+\alpha\delta C_{vw}/C_{ww}$, which tends to 1 and does not affect the leading order. For two combinations $dw+\alpha\delta V$ and $dw+\beta\delta V$, the product of variances minus the squared covariance is $(\alpha-\beta)^2\delta^2\,\mathrm{Var}(V)\,C_{ww}$. Dividing by the leading product $C_{ww}^2$,

$$1-\rho^2\to(\alpha-\beta)^2\frac{\delta^2}{\Lambda^2},\qquad \Lambda^2=\frac{C_{ww}}{C_{vv}-C_{vw}^2/C_{ww}} .$$

The differences of $\alpha$ are 1, ½ and ½ in magnitude, and $I$ has dropped out:

$$1-\rho^2(\tau_1,\tau_2)\to\frac{\delta^2}{\Lambda^2},\qquad 1-\rho^2(\tau_{1},I)\ \text{and}\ 1-\rho^2(\tau_2,I)\to\frac{\delta^2}{4\Lambda^2}.$$

For the perfect clock, $\Lambda^2=m^6/m^4=m^2$. With $\delta=0.4m$ this limiting law gives $\rho(\tau_1,\tau_2)\approx0.92$ and lifetime-intensity correlations near $-0.98$. The separation is not small here, and the full information matrix gives 0.94 for the first, with the other two still near $-0.98$. More counts shrink the errors but leave these correlations unchanged. With a background this holds only if the background grows in proportion to the counts.

## The spectrum with finite resolution

Let the timing error be Gaussian with known standard deviation $\varsigma$, and let $t_0$ be the time zero. With $x$ now denoting $t-t_0$, $\Phi$ the normal cumulative function and $\phi$ its density, the fraction of a component recorded before $t$ is

$$F=\int_0^\infty\frac{e^{-y/\tau}}\tau\,\Phi\!\left(\frac{x-y}\varsigma\right)dy
=\Phi\!\left(\frac x\varsigma\right)-\frac1\varsigma\int_0^\infty e^{-y/\tau}\phi\!\left(\frac{x-y}\varsigma\right)dy ,$$

after integration by parts. Completing the square,

$$-\frac y\tau-\frac{(x-y)^2}{2\varsigma^2}=-\frac{(y-x+\varsigma^2/\tau)^2}{2\varsigma^2}-\frac x\tau+\frac{\varsigma^2}{2\tau^2},$$

so that

$$F=\Phi\!\left(\frac x\varsigma\right)-E\,\Phi(q),\qquad E=e^{\varsigma^2/2\tau^2-x/\tau},\quad q=\frac x\varsigma-\frac\varsigma\tau .$$

The identity $E\phi(q)=\phi(x/\varsigma)$ simplifies the derivatives:

$$\frac{\partial F}{\partial\tau}=-\left(\frac x{\tau^2}-\frac{\varsigma^2}{\tau^3}\right)E\Phi(q)-\frac{\varsigma}{\tau^2}\phi\!\left(\frac x\varsigma\right),\qquad \frac{\partial F}{\partial t_0}=-\frac{E\Phi(q)}\tau .$$

Differences of $F$ between channel edges give the channel content $f_k(\tau)$. The expected counts are

$$\mu_k=N[(1-I)f_k(\tau_1)+I f_k(\tau_2)]+B ,$$

with a flat background $B$ per channel.

## The fitting algorithm

The observed counts $n_k$ are independent Poisson variables. Their log-likelihood is $\sum_k(n_k\ln\mu_k-\mu_k)$ plus a constant. Its gradient and the expected value of minus its second derivative are

$$G_a=\sum_k\left(\frac{n_k}{\mu_k}-1\right)\partial_a\mu_k,\qquad J_{ab}=\sum_k\frac{\partial_a\mu_k\,\partial_b\mu_k}{\mu_k}.$$

The terms with second derivatives of $\mu_k$ drop out of $J$ because $n_k-\mu_k$ averages to zero. The fit of $(\tau_1,\tau_2,I,N,B,t_0)$ proceeds as follows:

1. Solve $(J+\lambda\,\mathrm{diag}J)\Delta=G$ for the step $\Delta$.
2. Accept it if the lifetimes stay ordered, $0<I<1$, and the deviance $2\sum[n_k\ln(n_k/\mu_k)-n_k+\mu_k]$ does not rise beyond rounding. Then divide $\lambda$ by 10; otherwise multiply it by 10.
3. Stop when $G^TJ^{-1}G$ is below $10^{-6}$. The estimated remaining step is then about a thousandth of a standard error.

The errors and correlations are read from $C=J^{-1}$. The moment argument still holds with resolution, background and free $t_0$, as long as the corresponding changes of the spectrum remain distinguishable. The instrument enters through new values of $\sigma_w$ and $\Lambda$.

## A silicon spectrum

Positrons start in the bulk, annihilate there at rate $\lambda_b=1/220$ ps, and are trapped at rate $\kappa=1.2$ ns⁻¹. Trapped positrons annihilate at $\lambda_d=1/300$ ps. The bulk population is $e^{-(\lambda_b+\kappa)t}$, and the trapped population is

$$\frac{\kappa}{\lambda_b+\kappa-\lambda_d}\left(e^{-\lambda_dt}-e^{-(\lambda_b+\kappa)t}\right).$$

The coefficient of $e^{-\lambda_dt}$ in their sum is the intensity. In ns⁻¹,

$$I=\frac{1.2}{4.545-3.333+1.2}=0.4975,\qquad \tau_1=\frac{1}{4.545+1.2}\ \text{ns}=174.05\ \text{ps}.$$

The shorter fitted lifetime is thus below the bulk lifetime, since trapping also empties the bulk state. The separation is 126 ps and the mean 236.7 ps. The resolution is 230 ps full width at half maximum (FWHM), the channels are 25 ps wide, $N=5\times10^6$ and $B=100$.

One synthetic spectrum gave $\tau_1=175.6\pm1.8$ ps, $\tau_2=300.8\pm1.9$ ps and $I=0.489\pm0.014$. Both lifetimes came out high and the intensity low, the pattern derived above. In 500 fitted spectra the standard deviation of $I$ was 0.0134, against 0.0135 from $J^{-1}$, and $\rho(\tau_2,I)$ was $-0.982$, against $-0.983$.

For this instrument $\sigma_w=1.23\times10^4$ ps³, about 2.1 times the perfect-clock value $m^3/\sqrt N=5.93\times10^3$ ps³. With $t_0$ known it would be $1.03\times10^4$ ps³. The constant $\Lambda$ is 325 ps instead of 237 ps, so at small separation the correlations lie closer to $\pm1$ than for a perfect clock.

## The map as the lifetimes merge

The table holds $m$, $I$, $N$ and $B$ fixed, except in the last column. That column gives the counts needed for $\sigma(I)=0.05$, with $B/N$ held fixed.

| $\delta$ (ps) | $\sigma(I)$ | $\rho(\tau_1,\tau_2)$ | $\rho(\tau_1,I)$ | $\rho(\tau_2,I)$ | $N$ needed |
|---|---|---|---|---|---|
| 126 | 0.0135 | 0.928 | −0.973 | −0.983 | 3.7×10⁵ |
| 100 | 0.026 | 0.954 | −0.984 | −0.989 | 1.4×10⁶ |
| 80 | 0.050 | 0.970 | −0.990 | −0.993 | 5.1×10⁶ |
| 60 | 0.117 | 0.983 | −0.995 | −0.996 | 2.7×10⁷ |
| 40 | 0.39 | 0.992 | −0.998 | −0.998 | 3.0×10⁸ |
| 20 | 3.1 | 0.998 | −0.9995 | −0.9996 | 1.9×10¹⁰ |

At 126 ps the limiting law gives $\sigma(I)=2(1.231\times10^4)/(125.95)^3=0.0123$, 9 % below the full result. At 40 ps the shortfall is about 1 %. Since $\sigma(I)\propto\delta^{-3}N^{-1/2}$, the required counts grow as $\delta^{-6}$: halving the separation from 40 to 20 ps multiplies them by 63, against 64 in the limit.

For the correlations, the sensitive quantity is $1-\rho^2$. At 126 ps the law gives $(125.95/325.5)^2/4=0.037$ for both lifetime-intensity pairs. The full values are 0.053 for $\tau_1$ and 0.034 for $\tau_2$, so the two pairs have not yet merged into the common limit.

The independence of $I$ was tested with this instrument at $I=0.2$, 0.4975 and 0.7. Results at separations of 2 and 4 ps, extrapolated linearly to zero, agreed with the limiting laws for all three errors and all three values of $1-\rho^2$ to within about 3 %.

The lowest rows are formal. An error of 0.39, let alone 3.1, cannot describe an intensity confined between 0 and 1. There the likelihood is not a narrow Gaussian peak, and a profile of the likelihood along the weak direction is needed. The departure begins earlier for the correlations than for the errors. With $5\times10^6$ counts, 300 simulated fits at 60 ps gave $\sigma(I)=0.119$, close to the table, but $\rho(\tau_1,\tau_2)=0.93$ and $\rho(\tau_2,I)=-0.974$ instead of 0.983 and $-0.996$; at 80 ps they gave 0.957 and $-0.989$ instead of 0.970 and $-0.993$. The tabulated correlations are local values, which the scatter of fits reaches only when the errors are small. The local theory itself is not at fault at small separation if the counts suffice: at 80 ps with $5.1\times10^8$ counts, 500 fits gave $\sigma(I)=0.0051$ against a predicted 0.0050, and $\rho(\tau_2,I)=-0.9930$ against $-0.9932$.

## What the correlations do to derived quantities

For a function $h$ of the parameters, the variance is $\sum_{ab}(\partial_ah)C_{ab}(\partial_bh)$. For the mean lifetime of the example this gives 0.18 ps. Dropping the off-diagonal terms would give 2.1 ps, twelve times too much, because the large parameter errors cancel in the mean.

Correlations can also increase an error. From the expression for $I$, and $1/\tau_1=\lambda_b+\kappa$, the trapping rate is

$$\kappa=I\left(\frac1{\tau_1}-\frac1{\tau_2}\right).$$

A one-standard-error rise of $\tau_1$ lowers $\kappa$ by $I\sigma(\tau_1)/\tau_1^2=0.029$ ns⁻¹. The same rise of $\tau_2$ increases it by 0.010 ns⁻¹, and a fall of $I$ lowers it by 0.033 ns⁻¹. If the errors were independent, the quadrature sum would be 0.045 ns⁻¹. Moving together, they give $0.029+0.033-0.010=0.052$ ns⁻¹, in agreement with the full covariance.

Fixing $\tau_2$ at a value known from elsewhere breaks the degeneracy: $\sigma(I)$ falls from 0.0135 to 0.0025. The price is a bias if the fixed value is wrong. Let $r$ denote the remaining parameters. Their gradient vanishes when $J_{rr}\Delta r+J_{r2}\Delta\tau_2=0$. The block inverse of $J$ has $C_{r2}=-J_{rr}^{-1}J_{r2}C_{22}$, so

$$\Delta I=\frac{\mathrm{Cov}(I,\tau_2)}{\mathrm{Var}(\tau_2)}\,\Delta\tau_2 .$$

For $\tau_2$ fixed 5 ps too high this predicts $-0.035$; a refit of the noise-free spectrum gave $-0.034$. That is about 14 times the quoted error of the constrained fit. For this spectrum, fixing $\tau_2$ improves the total error on $I$ only if $\tau_2$ is known independently to better than the 1.9 ps of the free fit.

## The model beside a real silicon measurement

The two lifetimes, the resolution and the counts are rough typical values for silicon with divacancies. With a rough trapping coefficient of $10^{15}$ s⁻¹ and $5\times10^{22}$ atoms per cm³, the trapping rate corresponds to $(1.2\times10^9/10^{15})\times5\times10^{22}=6.0\times10^{16}$ divacancies per cm³. The statistical error is $0.26\times10^{16}$ cm⁻³. It excludes the uncertainty of the trapping coefficient, which depends on charge state and temperature; the concentration is inversely proportional to it.

Real spectrometers break the assumption of a perfectly known Gaussian resolution. The table shows what the unaltered model returns from altered noise-free spectra, as shifts from the true values.

| Neglected effect | $\tau_1$ (ps) | $\tau_2$ (ps) | $I$ |
|---|---|---|---|
| FWHM 2 ps wider | +8.5 | +6.3 | −0.049 |
| 5 % second Gaussian, 350 ps FWHM | +23 | +19 | −0.14 |
| Source foil, 10 % at 380 ps | +6.1 | +26 | −0.012 |
| Source remnant, 1 % at 380 ps | +0.9 | +3.3 | −0.005 |

The 2 ps width error is under 1 % of the FWHM, yet it moves $\tau_1$ by nearly five statistical errors. The shifted parameters give $\kappa=0.448\,(5.477-3.265)=0.99$ ns⁻¹, 17 % below the true rate. Both resolution errors push the parameters in the weak direction: lifetimes up, intensity down. In this example a width error of 2 ps therefore distorts the defect concentration by more than the counting statistics do. The total deviance gives only a weak warning: it rises by about 52, twice its random scatter of $\sqrt{2\times314}=25$ for 320 channels and six parameters. Fitting the width as a seventh parameter is a much sharper test. It removes the whole rise of 52, and a drop of that size from one parameter corresponds to about $\sqrt{52}\approx7$ standard errors. The FWHM is then determined to 0.28 ps, while $\sigma(I)$ grows only from 0.0135 to 0.0151. This remedy assumes that the resolution really is a single Gaussian. The neglected second Gaussian raises the deviance of the six-parameter fit by about 1400, which would be obvious. Freeing the width does not cure this error: the deviance is still about 585 too high, and the trapping rate comes out as 1.51 ns⁻¹, 26 % above the true value. The shape of the resolution has to be right, not only its width. Thermal escape is negligible: for a rough binding energy of 1 eV at 300 K its rate is about $4\times10^{-6}$ s⁻¹, against annihilation rates of order $10^9$ s⁻¹. A second type of defect with a lifetime of its own would add a third component, which this model does not contain.

## Calculated quantities

```
inputs: tau_bulk 220 ps, tau_trap 300 ps, trapping 1.20 /ns
instrument: FWHM 230 ps, sigma 97.67 ps, channel 25 ps, 320 channels
window -1000 to 7000 ps; N 5.0e+06; background 100 per channel
peak channel 2.792e+05 counts, peak/background 2792
true tau1 174.05 ps, tau2 300.00 ps, I2 0.4975
separation 125.95 ps, mean lifetime 236.71 ps
One fitted spectrum (value, standard error):
  tau1 175.6280 +- 1.7866 ps
  tau2 300.8109 +- 1.9445 ps
  I2 0.4890 +- 0.0139 
  t0 -0.0674 +- 0.1357 ps
  deviance/dof 0.881, dof 314, iterations 4
500 fits against information matrix (sample, predicted):
  sigma tau1 (ps): 1.7738, 1.7811
  sigma tau2 (ps): 1.8563, 1.8769
  sigma I2: 0.0134, 0.0135
  rho(tau1,tau2): 0.9264, 0.9279
  rho(tau1,I2): -0.9724, -0.9730
  rho(tau2,I2): -0.9823, -0.9829
  mean deviance/dof 1.0047
500 fits at separation 80 ps, N 5.06e+08 (sample, predicted):
  sigma I2: 0.00507, 0.00500
  rho(tau1,tau2): 0.96878, 0.97019
  rho(tau1,I2): -0.99008, -0.99048
  rho(tau2,I2): -0.99298, -0.99321
limit constants: Lambda 325.5 ps (ideal 236.7 ps)
  sigma_w 1.231e+04 ps^3, ideal 5931 ps^3, t0 known 1.033e+04 ps^3
Map at fixed mean, I2, N: d(ps) sigI sigI_law rho12 rho1I rho2I rhoI_law N(sigI=0.05)
   125.9 0.01352 0.01232 0.92788 -0.97297 -0.98287 -0.98110 3.66e+05
   100.0 0.02627 0.02462 0.95382 -0.98420 -0.98937 -0.98813 1.38e+06
    80.0 0.05028 0.04808 0.97019 -0.99048 -0.99321 -0.99242 5.06e+06
    60.0 0.1171 0.114 0.98313 -0.99496 -0.99615 -0.99574 2.74e+07
    40.0 0.3895 0.3846 0.99247 -0.99789 -0.99825 -0.99811 3.03e+08
    20.0 3.088 3.077 0.99811 -0.99950 -0.99955 -0.99953 1.91e+10
Derived quantities: standard error with, without correlations:
  mean lifetime 236.71 ps: 0.179, 2.138 ps
  trapping rate 1.200 /ns: 0.0515, 0.0450 /ns
  bulk lifetime 220.00 ps: 0.413, 2.188 ps
  vacancy conc. 6.00e+16 +- 2.6e+15 cm^-3 (trap coeff. 1e+15 /s, 5e+22 atoms/cm^3)
tau2 fixed: sigma I2 0.00249; 5 ps too high shifts I2 by -0.0342 (linear -0.0354)
Neglected effects, shift of tau1 (ps), tau2 (ps), I2:
  source foil 10 % at 380 ps: +6.14, +26.11, -0.0116
  source remnant 1 % at 380 ps: +0.93, +3.28, -0.0051
  true FWHM 2 ps wider: +8.52, +6.26, -0.0494
  5 % second Gaussian, FWHM 350 ps: +23.46, +19.01, -0.1427
  thermal escape at 300 K, binding 1.0 eV: 4.0e-06 /s
```
